# Why a defect's Kohn-Sham eigenvalue is not its transition level

**Question**

I have a supercell with a donor defect. In the neutral cell there is one occupied Kohn-Sham state in the gap, and I want the thermodynamic level $\varepsilon(+/0)$. The eigenvalue is the energy of the electron that is removed when the defect becomes positive, so can I read the level directly from the eigenvalue spectrum? If not, what separates the two quantities, and would they agree if my functional were better? I also have a charged cell in which the same state is empty, at a different energy. Is one of the two eigenvalues the right one, and does the usual charged-cell correction apply to it?

**Answer**

No, neither eigenvalue is the level in general. An eigenvalue is the slope of the total energy with respect to occupation, at one geometry and one occupation. A transition level is a difference between two total energies, each at its own relaxed geometry. The connection between them can be written down exactly, and it answers each of your questions.

**The two definitions**

I use Hartree atomic units and measure energies from the conduction-band edge. Let $E(f,Q)$ be the total energy with $f$ electrons in the defect orbital and a local lattice displacement $Q$. The positive state has $f=0$ and relaxes to $Q_+$; the neutral state has $f=1$ and relaxes to $Q_0$.

Removing an electron puts it in a reservoir at the Fermi energy $E_F$. Apart from terms common to both charge states, the formation energies are therefore $E(0,Q_+)+E_F$ and $E(1,Q_0)$. They are equal when $E_F$ is

$$\varepsilon(+/0)=E(1,Q_0)-E(0,Q_+).$$

For $E_F$ below this value the positive state is stable, and above it the neutral one.

Now the eigenvalue. At fixed $Q$ the energy is minimized over a normalized orbital $\phi$, with density $n=f|\phi|^2$:

$$E=f\langle\phi|{-\tfrac12}\nabla^2+V|\phi\rangle+E_{\rm Hxc}[n]+\text{terms without electrons}.$$

Stationarity gives $\hat h\phi=e\phi$, where $\hat h=-\tfrac12\nabla^2+V+\delta E_{\rm Hxc}/\delta n$. When $f$ changes, the energy changes explicitly and through $\phi$. The second part is

$$f\left(\langle\partial_f\phi|\hat h|\phi\rangle+\langle\phi|\hat h|\partial_f\phi\rangle\right)=f\,e\,\partial_f\langle\phi|\phi\rangle=0,$$

because the norm is fixed. The explicit part is $\langle\phi|\hat h|\phi\rangle=e$. This is Janak's theorem, $\partial E/\partial f=e(f,Q)$, and integrating it gives

$$E(1,Q)-E(0,Q)=\int_0^1 e(f,Q)\,df\equiv\bar e(Q).$$

The average of the eigenvalue over occupation is thus a vertical energy difference, with the lattice held still.

**What separates them**

Define the relaxation energies

$$\lambda_+=E(0,Q_0)-E(0,Q_+),\qquad \lambda_0=E(1,Q_+)-E(1,Q_0).$$

Neither is negative, since $Q_+$ and $Q_0$ are the minima of their charge states. Define also the end-point deviations

$$\Pi_0=e(1,Q_0)-\bar e(Q_0),\qquad \Pi_+=e(0,Q_+)-\bar e(Q_+).$$

For the neutral cell,

$$\begin{aligned}
e(1,Q_0)&=\Pi_0+E(1,Q_0)-E(0,Q_0)\\
&=\Pi_0+E(1,Q_0)-E(0,Q_+)-\lambda_+\\
&=\varepsilon(+/0)-\lambda_++\Pi_0 .
\end{aligned}$$

For the charged cell,

$$\begin{aligned}
e(0,Q_+)&=\Pi_++E(1,Q_+)-E(0,Q_+)\\
&=\Pi_++E(1,Q_0)+\lambda_0-E(0,Q_+)\\
&=\varepsilon(+/0)+\lambda_0+\Pi_+ .
\end{aligned}$$

These identities hold for an isolated defect and any functional whose eigenvalue is continuous up to the end points. If the potential jumps at integer occupation, the end-point values must be the limits taken from inside $0<f<1$. The level in them is the level of the same functional, which may itself be wrong.

**Would a better functional help?**

It can remove $\Pi$, but not $\lambda$. If the energy at fixed $Q$ is linear in $f$, the eigenvalue does not depend on $f$ and both $\Pi$ vanish. Exact exchange achieves this for a single electron. With many electrons it does not do so by itself, because the other orbitals respond when $f$ changes.

Take a donor with a single electron in a medium of dielectric constant $\kappa$, which divides all Coulomb and exchange terms. Exact exchange then cancels the electron's repulsion with itself, and $E_{\rm Hxc}=0$. The energy at fixed $Q$ is $f$ times the lowest eigenvalue of a fixed Hamiltonian, plus a constant. Hence $e$ does not depend on $f$, both $\Pi$ vanish, and

$$e(1,Q_0)=\varepsilon(+/0)-\lambda_+\;\le\;\varepsilon(+/0)\;\le\;\varepsilon(+/0)+\lambda_0=e(0,Q_+).$$

The two eigenvalues are correct vertical energies, and they lie on either side of the level. They coincide with it if the lattice does not relax.

With local exchange the cancellation is incomplete. For a spin-polarized density, $E_x=-(C/\kappa)\int n^{4/3}d^3r$ with $C=\tfrac34(6/\pi)^{1/3}$. Hold the orbital fixed for an estimate, and write

$$J=\frac1\kappa\iint\frac{|\phi(\mathbf r)|^2|\phi(\mathbf r')|^2}{|\mathbf r-\mathbf r'|}\,d^3r\,d^3r',\qquad X=\frac C\kappa\int|\phi|^{8/3}d^3r .$$

With $h$ the eigenvalue at $f=0$, the part of the energy that depends on $f$ and its slope are

$$E(f)=hf+\tfrac12Jf^2-Xf^{4/3},\qquad e(f)=h+Jf-\tfrac43Xf^{1/3}.$$

The average is $\bar e=h+\tfrac12J-X$, so

$$\Pi_0=\tfrac12J-\tfrac13X,\qquad \Pi_+=X-\tfrac12J,\qquad e(\tfrac12)-\bar e=\left(1-\tfrac43\,2^{-1/3}\right)X\approx-0.058\,X .$$

At half occupation the Hartree term drops out of the difference and the exchange term nearly does. That is why, in this model, the half-occupation eigenvalue is a good estimate of the vertical difference. The $f^{4/3}$ form holds for a lone electron; in a solid the defect density adds to the valence density, and the size of the residual differs. It still contains no relaxation.

**A worked case**

The model donor has an attractive well $-(V_0+gQ)\exp(-r^2/a^2)$, with $V_0=0.40$ hartree, $a=2.5$ bohr and $g=0.15$ hartree/bohr. It also has a unit core charge distributed as $\exp(-cr^2)$, with $c=0.5$ bohr$^{-2}$. The elastic energy is $\tfrac12KQ^2$ with $K=0.25$ hartree/bohr$^2$, the electron has unit mass, and $\kappa=5$. These are round model parameters, not those of a material. Without the electron nothing pulls on the lattice, so $Q_+=0$ and $\lambda_+=\tfrac12KQ_0^2$.

With exact exchange the level is $-0.11698$ hartree ($-3.18$ eV), and $\lambda_+=0.00764$, $\lambda_0=0.00725$ hartree. The eigenvalues are

$$e(1,Q_0)=-0.11698-0.00764=-0.12462\ \text{hartree},$$

$$e(0,Q_+)=-0.11698+0.00725=-0.10973\ \text{hartree}.$$

In electronvolts they are $-3.39$ and $-2.99$, about $0.2$ eV on either side of the level, with no functional error at all.

With local exchange the level is $-0.11192$ hartree ($-3.05$ eV), and $Q_0=0.2435$ bohr gives $\lambda_+=\tfrac12(0.25)(0.2435)^2=0.00741$ hartree. The identities now read

$$e(1,Q_0)=-0.11192-0.00741+0.02448=-0.09485\ \text{hartree},$$

$$e(0,Q_+)=-0.11192+0.00702-0.00483=-0.10973\ \text{hartree}.$$

The occupied eigenvalue, $-2.58$ eV, has moved from below the level to above it, and even above the empty eigenvalue. The empty eigenvalue is the same as with exact exchange because there is no electron density for the functional to act on. That is special to a one-electron model. Its closeness to the local level comes from $\lambda_0$ and $\Pi_+$ partly cancelling.

Relative to the exact level, the occupied local eigenvalue is too high by

$$-0.00741+0.02448+0.00506=0.02213\ \text{hartree}\approx0.60\ \text{eV}.$$

The three terms are the missing relaxation, the end-point deviation, and the error of the local functional's own level. Using total energies removes the first two and leaves the third, about $0.14$ eV.

The half-occupation eigenvalue at $Q_0$ is $-0.12092$ hartree, while the vertical difference is $-0.11933$ hartree. The fixed-orbital formulas account for this gap. Ignoring the small change of geometry between $\Pi_0$ and $\Pi_+$, their sum is $\tfrac23X=0.01965$ hartree, so $X\approx0.029$ hartree and the predicted gap is $-0.0017$ hartree. The computed one is $-0.0016$ hartree.

**Agreement can be accidental**

The occupied eigenvalue equals the level of its own functional whenever $\lambda_+=\Pi_0$. Softening the lattice increases $\lambda_+$, and in this model the two terms cancel at $K=0.0846$ hartree/bohr$^2$. Local exchange then gives $-0.12796$ hartree for both quantities. The displacement is $0.7940$ bohr, so each of the cancelling terms is $\tfrac12(0.0846)(0.7940)^2\approx0.0267$ hartree, or $0.73$ eV.

With exact exchange and the same stiffness, the level is $-0.13348$ hartree and the occupied eigenvalue $-0.16083$ hartree. Improving the functional has destroyed the agreement, because it removed $\Pi_0$ and left $\lambda_+$. A match between eigenvalue and level is therefore no evidence that either is accurate.

**The charged-cell correction**

So far the defect was isolated. In a cubic cell of side $L$, a net charge $q$ interacts with its images and with the neutralizing background. Assume that the defect's charge density $\rho$ is spherical and does not overlap its images, and let $M=\int\rho\,r^2d^3r$. The potential is set to zero on average over the cell. The change in the unscreened potential near the defect is

$$\Delta\varphi(r)=-\frac{\alpha q}{L}+\frac{2\pi q r^2}{3L^3}+\frac{2\pi M}{3L^3},$$

up to angular terms that average to zero over a sphere. Here is where each term comes from.

- The first is the Madelung potential of point charges, with $\alpha=2.837297$ for the simple cubic lattice.
- The second follows from the background density $-q/L^3$. Poisson's equation requires $\nabla^2\Delta\varphi=4\pi q/L^3$, and $\nabla^2r^2=6$.
- The third restores the zero average. The Fourier transform of a spherical charge begins $q-G^2M/6$. Multiplied by $4\pi/G^2$, the second part shows that spreading out a point charge changes the integral of its potential by $-2\pi M/3$. A constant $+2\pi M/(3L^3)$ compensates for this.

The energy change is $\frac1{2\kappa}\int\rho\,\Delta\varphi\,d^3r$. The last two terms of $\Delta\varphi$ contribute equally, so

$$E_L-E=-\frac{\alpha q^2}{2\kappa L}+\frac{2\pi qM}{3\kappa L^3}.$$

The electron has charge $-1$, so with its orbital held fixed the eigenvalue shifts by $-\langle\Delta\varphi\rangle/\kappa$:

$$e_L-e=\frac{\alpha q}{\kappa L}-\frac{2\pi\left(M+q\langle r^2\rangle\right)}{3\kappa L^3}.$$

This agrees with Janak's theorem. With $q=1-f$ and $M=M_{\rm core}-f\langle r^2\rangle$, differentiating the energy shift with respect to $f$ at fixed orbital gives the same expression. For the two eigenvalues in question this is the full first-order shift. At $q=0$ the potential change is constant over the orbital and does not deform it, and at $q=1$ there is no electron density whose response could alter the potential. At fractional occupation the response of the orbital can add another term of order $1/L^3$.

The leading errors of your three candidates therefore differ, provided exchange has no image part, as with local exchange or exact exchange built from the isolated interaction. (Exact exchange built from the periodic interaction with the $G=0$ term dropped also cancels the electron's interaction with its own images, and the neutral-cell eigenvalue then shifts by about $\alpha/(\kappa L)$.) They are:

- occupied eigenvalue, neutral cell ($q=0$): no $1/L$ term;
- level from total energies: $+\alpha/(2\kappa L)$, because the charged energy is too low and is subtracted;
- empty eigenvalue, charged cell ($q=1$): $+\alpha/(\kappa L)$, twice as large.

For $L=24$ bohr the leading level shift is $2.837297/(2\times5\times24)=0.01182$ hartree. The core moment, $M_{\rm core}=3$ bohr$^2$, reduces it by $2\pi\times3/(3\times5\times24^3)=0.00009$ hartree, leaving $0.01173$ hartree ($0.32$ eV). The empty eigenvalue shifts by $0.02325$ hartree ($0.63$ eV), and the occupied one by $0.00019$ hartree. Direct reciprocal-space sums at $L=24$, $36$ and $48$ bohr were tested against these formulas and agree within $10^{-5}$ hartree.

The small shift in the neutral cell is a difference of reference: the average potential of the cell is not the potential far from an isolated defect. In a real calculation this is the potential alignment with the bulk. These sums leave out the overlap of defect orbitals in neighbouring cells, which would broaden the state into a band.

**When is the eigenvalue a fair estimate?**

A stiff lattice makes $\lambda$ small, and a functional nearly linear in $f$ makes $\Pi$ small. Both are needed, unless you are relying on cancellation.

A very extended orbital also reduces the absolute difference. If its size is scaled by $s$, then $J$ and $X$ fall as $1/s$, and the weight of the orbital in a fixed local well eventually falls as $1/s^3$, which weakens the coupling to the lattice. The relative error need not become small, however. For a hydrogen-like donor of unit mass, the radius is $\kappa$ and the binding energy $1/(2\kappa^2)$, while $J$ and $X$ also scale as $1/\kappa^2$.

**What to compute instead**

Relax both charge states, remove the monopole term $-\alpha q^2/(2\kappa L)$ from the total energy of the charged one, align its potential with the bulk, and subtract. The term $2\pi qM/(3\kappa L^3)$ is this alignment: far from the defect the potential differs from that of a periodic point charge by $2\pi M/(3\kappa L^3)$. Apply either the term or the alignment, not both. The explicit form assumes that $\kappa$ divides all interactions uniformly, so in a real solid take the alignment from the computed potential. Use the eigenvalue to identify the defect state, or as an estimate of a vertical energy once $\Pi$ is known to be small.

Two matters outside this model need care in a real solid. The functional may misplace the band edge from which the level is measured. The correction must also match the response allowed in the cell. For a level from relaxed total energies, the dielectric constant includes both electronic and ionic screening. For a vertical energy with the ions held at the neutral geometry, it includes electronic screening only. If the ions are held at the relaxed charged geometry, neither constant alone is enough in general, because the ionic polarization remains when the charge changes and has periodic images of its own.

The full set of values is in the numerical output below.

## Calculated quantities

```
Well depth: 0.40 hartree
Well radius: 2.5 bohr
Core-charge exponent: 0.5 bohr^-2
Dielectric constant: 5.0 (dimensionless)
Lattice coupling: 0.15 hartree/bohr
Lattice stiffness: 0.25 hartree/bohr^2
Hartree in eV: 27.2114 eV
Basis minus grid eigenvalue: 0.0000044 hartree
Exact: neutral displacement: 0.2472 bohr
Exact: transition level: -0.11698 hartree
Exact: transition level: -3.183 eV
Exact: occupied eigenvalue, neutral: -0.12462 hartree
Exact: occupied eigenvalue, neutral: -3.391 eV
Exact: empty eigenvalue, charged: -0.10973 hartree
Exact: empty eigenvalue, charged: -2.986 eV
Exact: lambda_plus: 0.00764 hartree
Exact: lambda_neutral: 0.00725 hartree
Local: neutral displacement: 0.2435 bohr
Local: transition level: -0.11192 hartree
Local: transition level: -3.045 eV
Local: occupied eigenvalue, neutral: -0.09485 hartree
Local: occupied eigenvalue, neutral: -2.581 eV
Local: empty eigenvalue, charged: -0.10973 hartree
Local: empty eigenvalue, charged: -2.986 eV
Local: lambda_plus: 0.00741 hartree
Local: lambda_neutral: 0.00702 hartree
Local: Pi_neutral: 0.02448 hartree
Local: Pi_plus: -0.00483 hartree
Local: vertical difference at neutral geometry: -0.11933 hartree
Local: half-occupation eigenvalue: -0.12092 hartree
Local minus exact level: 0.00506 hartree
Local occupied eigenvalue minus exact level: 0.02213 hartree
Madelung constant: 2.837297 (dimensionless)
Core second moment: 3.000 bohr^2
<r^2>, empty orbital: 9.942 bohr^2
<r^2>, occupied orbital: 9.335 bohr^2
L = 24 bohr, computed shifts (level, empty, occupied): 0.011731, 0.023251, 0.000192 hartree
L = 24 bohr, formula shifts (level, empty, occupied): 0.011731, 0.023252, 0.000192 hartree
L = 36 bohr, computed shifts (level, empty, occupied): 0.007854, 0.015646, 0.000057 hartree
L = 36 bohr, formula shifts (level, empty, occupied): 0.007854, 0.015647, 0.000057 hartree
L = 48 bohr, computed shifts (level, empty, occupied): 0.005900, 0.011773, 0.000024 hartree
L = 48 bohr, formula shifts (level, empty, occupied): 0.005900, 0.011773, 0.000024 hartree
Uncorrected local level, L = 24 bohr: -0.10019 hartree
Corrected local level, L = 24 bohr: -0.11192 hartree
Stiffness of accidental agreement: 0.0846 hartree/bohr^2
At that stiffness, local: displacement: 0.7940 bohr
At that stiffness, local: level: -0.12796 hartree
At that stiffness, local: occupied eigenvalue: -0.12796 hartree
At that stiffness, exact: displacement: 0.8042 bohr
At that stiffness, exact: level: -0.13348 hartree
At that stiffness, exact: occupied eigenvalue: -0.16083 hartree
```
